# Dopant left by a charged molten zone moving through pure feed

## Definitions and conventions

A straight bar of uniform cross-section $A$ and length $B$ consists of pure solid. A zone at its left end is melted, dopant is added to the melt, and the zone then travels once to the right. At its rear the melt freezes; at its front pure solid, the feed, melts. No more dopant is added.

The coordinate $x$ is the length of bar already frozen behind the zone, so $x=0$ when travel begins. Concentrations are mass fractions: $C_L$ in the melt, $C_s$ in the solid as it freezes, and $C_0=C_L(0)$ in the charged zone. The dopant is dilute, so its own mass is neglected in the mass of the melt.

The zone length $L$ is the length of cold solid bar that has the same mass as the melt. With $\rho_s$ the density of the cold solid, the melt has mass $\rho_sAL$. This definition removes the density change on melting from the balance: freezing a length $dx$ takes the mass $\rho_sA\,dx$ from the melt, and melting an equal length of feed restores it.

The partition coefficient is

$$k=\frac{C_s}{C_L}\quad\text{at the freezing front.}$$

At first $k$ and $L$ are constant, the melt is fully mixed, and dopant neither evaporates nor diffuses in the solid. Feed is available until the melting front reaches the end of the bar, at $x=B-L$. The part $0\le x\le B-L$ is called the body. The result to be derived is

$$C_s(x)=kC_0e^{-kx/L},\qquad 0\le x\le B-L. \tag{1}$$

## First derivation: the dopant balance of the melt

The melt contains the dopant mass $\rho_sAL\,C_L$. While the zone advances by $dx$, the new solid removes $\rho_sA\,dx\,C_s=\rho_sA\,dx\,kC_L$, and the pure feed brings none. Since $L$ is constant,

$$\rho_sAL\,dC_L=-\rho_sA\,kC_L\,dx .$$

Division by $\rho_sAL\,C_L$ separates the variables:

$$\frac{dC_L}{C_L}=-\frac{k}{L}\,dx .$$

Integration from the start of travel to $x$ gives

$$\ln\frac{C_L(x)}{C_0}=-\frac{kx}{L},\qquad C_L(x)=C_0e^{-kx/L}.$$

The solid takes $k$ times this concentration, which is equation (1). The minus sign expresses the loss of dopant to the solid. The factor $k$ in front sets the doping level; the same $k$ in the exponent sets how fast the zone is depleted.

### Why small $k$ gives nearly uniform doping

Let $u=kx/L$. The fall relative to the initial doping $C_s(0)=kC_0$ is

$$F(x)=1-\frac{C_s(x)}{C_s(0)}=1-e^{-u}=\int_0^u e^{-s}\,ds .$$

For $s\ge0$ the integrand obeys $1-s\le e^{-s}\le1$. Integrating each part from $0$ to $u$ yields

$$\frac{kx}{L}-\frac12\left(\frac{kx}{L}\right)^2\le F(x)\le\frac{kx}{L}. \tag{2}$$

Doping is thus nearly uniform where $kx/L\ll1$. What matters is $k$ times the number of zone lengths travelled: a long enough bar spoils the uniformity for any fixed $k>0$.

If a relative fall $d$ is allowed, the usable length $X$ follows from $e^{-kX/L}=1-d$:

$$X=\frac Lk\ln\frac1{1-d}, \tag{3}$$

provided that $X\le B-L$. For small $d$ this is approximately $Ld/k$.

Uniformity has a price. The solid up to $x$ contains the share

$$\frac1{C_0L}\int_0^x kC_0e^{-kx'/L}\,dx'
=\frac kL\cdot\frac Lk\left(1-e^{-kx/L}\right)=F(x) \tag{4}$$

of the original charge. The share used equals the relative fall, so a body whose doping stays within 5 % of its initial value has received no more than 5 % of the dopant. Moreover, a desired initial doping $C_s(0)$ requires $C_0=C_s(0)/k$. As $k$ tends to zero at fixed $C_0$, the profile becomes flat but its level vanishes. At fixed initial doping the charge grows instead, until the melt is no longer dilute.

Dividing the dopant in the solid, $C_0L\,F(X)$ per unit of $\rho_sA$, by the length $X$ gives the mean doping

$$\overline{C_s}=C_0\frac LX\left(1-e^{-kX/L}\right). \tag{5}$$

### The last zone, and the part played by the feed

When the feed is used up, the melt shrinks. Let $C_e=C_0e^{-k(B-L)/L}$ be the melt concentration at that moment, $y$ the length frozen since then, and $g=y/L$. The remaining melt is equivalent to the length $L-y$. Its balance is

$$d[(L-y)C_L]=-kC_L\,dy .$$

The product rule turns the left side into $(L-y)\,dC_L-C_L\,dy$. Moving the second term to the right gives

$$(L-y)\,dC_L=(1-k)C_L\,dy,\qquad
\frac{dC_L}{C_L}=(1-k)\frac{dg}{1-g}.$$

Because $\int_0^g dg'/(1-g')=-\ln(1-g)$, integration and multiplication by $k$ give

$$C_s=kC_e(1-g)^{k-1}. \tag{6}$$

For $k<1$ this rises without bound as $g\to1$; the dilute model fails before that point. The integral over the last zone is nevertheless finite:

$$L\int_0^1kC_e(1-g)^{k-1}\,dg=C_eL .$$

By (4), the body contains $C_0L-C_eL$. The two parts add up to $C_0L$, the whole charge.

Equation (6) also describes a bar that is wholly molten at the start, with $g$ the frozen fraction of the bar and $C_e$ replaced by the initial melt concentration. As long as $k\ln[1/(1-g)]\ll1$, its doping varies nearly as $1/(1-g)$, which is far from uniform. Small $k$ by itself is therefore not sufficient. A shrinking melt concentrates the dopant that the freezing solid rejects, whereas in the travelling zone the feed keeps the melt mass constant.

## Second derivation: the fate of one dopant atom

The same law follows from asking where a given dopant atom is frozen in. Divide the length $L$ into $n$ equal slices, with $n>k$. When one slice freezes, it takes from the melt the fraction

$$\frac{kC_L\,(L/n)}{C_L\,L}=\frac kn$$

of the dopant. In a fully mixed melt every dopant atom has the same chance of being taken, so this fraction is the capture probability of each one. A slice of feed then melts, the melt is mixed again, and the probability for the next slice is the same. After $m=nx/L$ slices the atom is still in the melt with probability

$$P_n(x)=\left(1-\frac kn\right)^{nx/L}.$$

To find the limit of thin slices, take the logarithm and use $\ln(1-\epsilon)=-\epsilon-\epsilon^2/2-\dots$ with $\epsilon=k/n$:

$$\ln P_n=\frac{nx}{L}\left(-\frac kn-\frac{k^2}{2n^2}-\dots\right)
=-\frac{kx}{L}\left(1+\frac{k}{2n}+\dots\right).$$

As $n\to\infty$ at fixed $x$, the correction vanishes and $P(x)=e^{-kx/L}$. The probability of capture between $x$ and $x+dx$ is $f(x)\,dx$, with

$$f(x)=-\frac{dP}{dx}=\frac kL e^{-kx/L}.$$

The whole charge has mass $\rho_sALC_0$. Its expected part in $dx$ is $\rho_sALC_0f\,dx$, which must equal $\rho_sAC_s\,dx$. Hence $C_s=LC_0f=kC_0e^{-kx/L}$, which is (1).

In an endless bar the mean distance travelled by an atom before capture would be

$$\int_0^\infty x f(x)\,dx=\frac Lk .$$

For small $k$ this is many zone lengths. A body much shorter than $L/k$ samples only the beginning of a broad distribution, where capture is nearly equally likely at every place; most atoms stay in the melt and freeze in the last zone. This is the physical content of (2).

### Varying zone length

If $L$ depends on $x$, the capture probability in $dx$ is $k\,dx/L(x)$ for an atom still in the melt. Thus $dP=-kP\,dx/L(x)$, and

$$P(x)=\exp\left[-k\int_0^x\frac{dx'}{L(x')}\right].$$

The melt then holds dopant equivalent to $C_0L(0)P(x)$ in the length $L(x)$, so

$$C_s(x)=kC_0\frac{L(0)}{L(x)}
\exp\left[-k\int_0^x\frac{dx'}{L(x')}\right]. \tag{7}$$

While pure feed supplies the melt, this requires $dL/dx\ge-1$, since the feed melted per unit advance is $1+dL/dx$ and cannot be negative. The prefactor has no small $k$ to protect it: growth of the zone by 1 % since the start of travel lowers this factor by about 1 %. The exponential acts in the opposite direction, because a longer zone is depleted more slowly. If the zone grows by a small fraction $\epsilon$ at the start and keeps its new length, the net relative change is about $-\epsilon(1-kx/L)$: the offset is slight while $kx/L\ll1$ and outweighs the loss beyond $kx/L\approx1$. For growth linear in $x$ the sign changes near $kx/L\approx2$.

Equation (7) also recovers the last zone. Start at the moment the feed ends, with $C_e$ in place of $C_0$, and set $L(y)=L-y$. The exponential becomes $(1-g)^k$ and the prefactor $1/(1-g)$. Their product reproduces (6).

### Impure feed

Let the feed contain the same dopant at concentration $C_f$, with $L$ constant again and $C_0$ the total initial concentration in the zone. An atom that enters the melt at $x'$ is captured at $x$ with probability density $(k/L)e^{-k(x-x')/L}$. The feed adds

$$\int_0^x C_f\frac kL e^{-k(x-x')/L}\,dx'
=C_f\left(1-e^{-kx/L}\right)$$

to the doping. Adding the original charge gives

$$C_s(x)=C_f+(kC_0-C_f)e^{-kx/L}. \tag{8}$$

If $C_f=kC_0$, the body is level for any constant $k$, because the feed then replaces what the solid removes.

## What each derivation assumes

Both derivations use a mixed melt, no loss by evaporation and no motion of dopant in the solid. They differ in how they use $k$ and the feed.

The balance treats concentration as a continuous quantity and does not need independent atoms. It remains valid if $k$ depends on concentration: $L\,dC_L=-k(C_L)C_L\,dx$ still holds, although its solution is then in general no longer exponential. Pure feed enters as the absence of a gain term.

The atomic derivation, as given here, uses a capture probability that does not depend on how many other dopant atoms are present, hence a $k$ independent of concentration. If $k$ does depend on concentration, an atom in the melt is still captured with probability $k(C_L)\,dx/L$, but this probability must be found together with $C_L$. When $k$ is independent of concentration, the contributions of separate sources can be added, as in (8). The fate of an original atom is then unaffected by dilute dopant in the feed; pure feed matters because no second population is added.

### When mixing is incomplete

Suppose that a stagnant layer of thickness $\delta$ separates the front from a mixed bulk at concentration $C_L$. Let $z$ be the distance from the front into the melt, $v$ the growth speed and $D$ the diffusivity in the liquid. Here the density change is neglected, so in the frame of the front the liquid moves towards the solid at speed $v$. The dopant flux towards the solid is $vc+D\,dc/dz$. In a steady layer this flux is constant and equals what the solid takes up:

$$D\frac{dc}{dz}+vc=vk\,c(0).$$

A constant particular solution is $kc(0)$, and the homogeneous solution is proportional to $e^{-vz/D}$. Matching the value at $z=0$ gives

$$c(z)=c(0)\left[k+(1-k)e^{-vz/D}\right].$$

At $z=\delta$ the concentration is $C_L$. The ratio of solid to bulk liquid is therefore

$$k_{\rm eff}=\frac{kc(0)}{C_L}
=\frac{k}{k+(1-k)e^{-v\delta/D}}. \tag{9}$$

For $v\delta/D\to0$ it returns to $k$; for $v\delta/D\to\infty$ it tends to 1. When the layer is much thinner than the zone, holds only a small part of the dopant in the melt, and settles over a growth distance much shorter than $L/k_{\rm eff}$, both derivations apply to the bulk with $k_{\rm eff}$ in place of $k$. For $k<1$, poor mixing thus raises the doping near the start, once the layer has settled, and makes the relative fall steeper.

The layer also affects whether a flat front can be kept. At the front $|dc/dz|=(v/D)(1-k)c(0)$ for $k<1$. If the liquidus temperature falls by $\mu$ per unit concentration, the liquid ahead of the front is not constitutionally supercooled there when its temperature gradient $G$ satisfies

$$G\ge\mu\frac vD(1-k)\frac{k_{\rm eff}}kC_L, \tag{10}$$

where $c(0)=(k_{\rm eff}/k)C_L$ has been used.

## Example: iron and copper in aluminium

Take an fcc aluminium bar with $B=300$ mm, $L=50$ mm and $A=4$ cm$^2$. Rough partition coefficients are 0.03 for iron and 0.15 for copper. With the bar, the zone and the initial doping held fixed, charges of 300 ppm iron and 60 ppm copper by weight both give

$$0.03\times300=0.15\times60=9.0\ \text{ppm}.$$

For iron this is $2.6\times10^{17}$ atoms/cm$^3$. The zone has a mass of 54 g, so the iron charge is 16.2 mg.

The body is $300-50=250$ mm long, or five zone lengths. At its end

$$C_s^{\rm Fe}=9.0\,e^{-0.15}=7.75\ \text{ppm},\qquad
C_s^{\rm Cu}=9.0\,e^{-0.75}=4.25\ \text{ppm}.$$

The falls are 13.9 % and 52.8 % of the initial level. The upper bounds from (2) are 15 % and 75 %; the first is already a fair estimate, while for the second $kx/L$ is no longer small. For a permitted fall of 5 %, (3) gives 85.5 mm with iron and 17.1 mm with copper. The mean iron content of the body is 8.36 ppm, and 86.1 % of the iron charge is still in the melt when the feed ends.

Halfway through the last zone the iron content has risen to $7.75\times0.5^{-0.97}=15.2$ ppm, so this end does not belong to the uniform part. Had the whole bar been molten at the start, iron would have risen by a factor $(1/6)^{-0.97}=5.69$ over the same 250 mm.

The profile was tested against a calculation that freezes and melts 4000 slices per zone length, in a bar of ten zones. Up to nine tenths of the last zone, the relative difference stayed below $10^{-4}$ for $k=0.03$ and below 1 % for $k=1.5$.

### The model beside a real aluminium bar

Zone melting is used to purify aluminium; here the same motion distributes a deliberate charge. The material values are rough, and the results inherit that uncertainty. For growth at 10 mm/h, a layer of 0.1 mm and $D=3\times10^{-9}$ m$^2$/s, $v\delta/D=0.093$ and $k_{\rm eff}=0.033$. Incomplete mixing then raises the initial iron level from 9.0 to 9.8 ppm and the fall over the body from 13.9 % to 15.1 %. These figures neglect the density change, as (9) does; with the liquid approaching the front at $v\times2.70/2.38$, $v\delta/D$ becomes 0.105 and they become 10.0 ppm and 15.3 %. The assumed thickness presumes a well-stirred melt: a layer of 1 mm would give $k_{\rm eff}=0.072$ and a fall of 30 %, or 0.081 and 33 % with the density change included. The layer of 0.1 mm completes 99 % of its adjustment within about 0.02 mm; its slowest transient falls by a factor $e$ over about 4 µm of growth, far less than the decay length $L/k=1667$ mm. A 2 % ripple of the zone length about its initial value, with a period of 50 mm, changes the doping by up to 2.05 %, nearly all of it from the prefactor in (7), since $1/0.98=1.020$. Iron at 0.1 ppm in the feed raises the end of the body by only 0.2 %.

If the melt keeps the cross-section of the bar, its visible length is $50\times2.70/2.38=56.7$ mm, from the densities of cold solid and melt in g/cm$^3$. Using this length as $L$ would give a fall of 12.4 % instead of 13.9 % over the same 250 mm. Diffusion in the solid, with a rough diffusivity of $10^{-12}$ m$^2$/s, spreads iron over 0.42 mm even if the bar stays hot for the full 25 h; this is negligible beside 1667 mm. With a liquidus slope of 3 K per wt%, condition (10) requires at least 0.9 K/cm at the start of travel (1.0 K/cm with the density change included, and about 2 K/cm or somewhat more for a 1 mm layer). In the last zone the requirement grows with $C_L$ and is about eight times larger at $g=0.9$. Evaporation and reactions with the container or atmosphere are not estimated.

The charge and the solid of the body lie far below the rough eutectic limits of 18000 ppm iron in the liquid and 500 ppm in the solid. Their ratio, 0.028, is consistent with the chosen $k$. Cooling is a separate matter. If the solubility in the solid follows an Arrhenius law from 500 ppm at 928 K with an enthalpy of 0.9 eV, 9 ppm exceeds it below about 680 K; a change of 0.1 eV in the enthalpy moves this temperature by about 20 K. At room temperature the iron is therefore supersaturated and may precipitate if it can move. Equation (1) gives the total iron content laid down at the front, not the share that remains dissolved in use. The numerical output lists the iron and copper contents every 50 mm along the body, and most of the estimates used here.

## Numbers as computed

```
Inputs: zone L 50 mm, bar 300 mm, section 4 cm2
Rough k: iron 0.03, copper 0.15
Zone charge: iron 300 ppm, copper 60 ppm (weight)
Zone mass 54.0 g, iron added 16.2 mg
Body of bar before last zone: 250 mm
x (mm), iron in solid (ppm), copper in solid (ppm):
      0   9.000   9.000
     50   8.734   7.746
    100   8.476   6.667
    150   8.225   5.739
    200   7.982   4.939
    250   7.746   4.251
Halfway through last zone, x = 275 mm: iron 15.17 ppm
Iron atoms in solid: start 2.620e+17, end of body 2.255e+17 cm^-3
Fall over body: iron 13.93 %, copper 52.76 %
First-order fall k x/L: iron 15.00 %, copper 75.00 %
Decay length L/k: iron 1667 mm, copper 333 mm
Length within 5 % of start: iron 85.5 mm, copper 17.1 mm
Length within 10 % of start: iron 175.6 mm, copper 35.1 mm
Mean iron over body 8.358 ppm
Iron charge still in zone at end of body 86.07 %
Whole bar molten, no feed: iron rises by factor 5.69 over the same 250 mm
Neglected effects for iron, from rough inputs:
Growth speed 10 mm/h, stagnant layer 0.1 mm
Diffusivity: liquid 3e-09, solid 1e-12 m2/s
Mixing: v delta/D 0.0926, k_eff 0.03281
  start level 9.844 ppm, fall over body 15.13 %
  growth distance for layer to settle 3.88 um
Zone length ripple of 2 %: doping changes by up to 2.05 %
Feed iron 0.1 ppm: raises end of body by 0.18 %
Density: cold solid 2.70, melt 2.38 g/cm3
  visible melt length 56.7 mm; used as L it gives fall 12.39 %
Solid diffusion: 0.42 mm if hot for the whole 25 h
Liquidus slope 3 K/wt%: gradient needed against supercooling 0.88 K/cm
Eutectic limits: solid 500 ppm, liquid 18000 ppm, ratio 0.0278
Eutectic 928 K, solution enthalpy 0.9 eV: start level supersaturated below 684 K
```
